# Hashin-Shtrikman conductivity bounds for two-phase films from trial polarization fields

## 1. A coated disc that hides itself

Consider a thin film carrying current in its plane. A crystalline disc of conductivity $\sigma_2$ and radius $a$ sits inside an amorphous ring of conductivity $\sigma_1$ and outer radius $b$. The pair is embedded in a uniform sheet of conductivity $\sigma_{\rm o}$, in which the field is $E_0$ along $x$. For which $\sigma_{\rm o}$ does the outer field remain uniform?

In each region the potential is $-\cos\theta$ times a radial function: $Ar$ in the core, $Br+C/r$ in the ring, and $E_0r$ outside. Put $c=C/a^2$. Continuity of potential and of normal current at $r=a$ gives

$$A=B+c,\qquad \sigma_2A=\sigma_1(B-c).$$

Eliminating $A$ gives $c(\sigma_1+\sigma_2)=-(\sigma_2-\sigma_1)B$. The core occupies the fraction $f_2=a^2/b^2$ of the cell, so $C/b^2=f_2c$. The conditions at $r=b$ are therefore

$$E_0=B+f_2c,\qquad \sigma_{\rm o}E_0=\sigma_1(B-f_2c).$$

Dividing the second by the first,

$$\sigma_{\rm o}=\sigma_1\,\frac{\sigma_1+\sigma_2+f_2(\sigma_2-\sigma_1)}{\sigma_1+\sigma_2-f_2(\sigma_2-\sigma_1)} .$$

With $\sigma_1=240.3$ S/cm, $\sigma_2=1922.6$ S/cm and $f_2=0.4$ this is about 457 S/cm. The harmonic mean of the same phases is 370 S/cm and the arithmetic mean is 913 S/cm. The question is whether another isotropic arrangement, with the same phases and fractions, can conduct less than this cell, and how much more one can conduct.

## 2. The quantity to be bounded

Let $0<\sigma_1<\sigma_2$, $f_1+f_2=1$ and $\Delta=\sigma_2-\sigma_1$. Each phase obeys Ohm's law with a scalar conductivity, and the contact between phases is perfect: potential and normal current are continuous. Angle brackets denote the average over a large periodic cell. The field is $\mathbf E=\mathbf E_0-\nabla u$ with periodic $u$, and $\mathbf E_0$ points along $x$. The effective conductivity for this direction is

$$\sigma_*E_0^2=\min_u\langle\sigma|\mathbf E_0-\nabla u|^2\rangle .$$

The minimizing field satisfies $\nabla\cdot\mathbf J=0$ with $\mathbf J=\sigma\mathbf E$. Then $\langle\mathbf J\cdot\nabla u\rangle=0$ by parts, so the minimum equals $\langle\mathbf J\rangle\cdot\mathbf E_0$, which agrees with the usual definition by mean current.

"Isotropic film" needs care.

- If the grains are much smaller than the thickness and have no preferred direction, the problem has dimension $d=3$.
- If columnar grains cross the whole film, the pattern does not vary along the normal $z$. In-plane conduction then has $d=2$.
- A stack of layers is not isotropic, and the isotropic bounds do not apply to it.

The insulating faces of a film cause no difficulty. Reflect the film in one face and repeat the doubled film periodically. For an in-plane applied field the solution is even in $z$ about each mirror plane, so the normal current vanishes there, as the insulating face requires.

## 3. Polarization instead of field

Choose a uniform comparison conductivity $\sigma_0$ and define the polarization

$$\boldsymbol\tau=(\sigma-\sigma_0)\mathbf E,\qquad \mathbf J=\sigma_0\mathbf E+\boldsymbol\tau .$$

It is the current in excess of what the comparison medium would carry in the same field. For a Fourier component with $\mathbf k\neq0$, current conservation reads $\sigma_0\,\mathbf k\cdot\mathbf E_{\mathbf k}=-\mathbf k\cdot\boldsymbol\tau_{\mathbf k}$. Since $\mathbf E_{\mathbf k}$ is the transform of a gradient, it is parallel to $\mathbf k$, and so

$$\mathbf E_{\mathbf k}=-\frac{\mathbf k(\mathbf k\cdot\boldsymbol\tau_{\mathbf k})}{\sigma_0k^2}.$$

Write this as $\mathbf E=\mathbf E_0-\Gamma\boldsymbol\tau$, with $\Gamma=\mathbf k\mathbf k/(\sigma_0k^2)$ for $\mathbf k\ne0$ and $\Gamma=0$ for $\mathbf k=0$. The operator $\sigma_0\Gamma$ is a projector, so

$$0\le\langle\boldsymbol\tau\cdot\Gamma\boldsymbol\tau\rangle\le\langle\tau^2\rangle/\sigma_0 .$$

Substituting $\mathbf E=\boldsymbol\tau/(\sigma-\sigma_0)$ gives the equation for the true polarization:

$$L\boldsymbol\tau=\mathbf E_0,\qquad L=(\sigma-\sigma_0)^{-1}+\Gamma .$$

## 4. The functional and the sign of its error

Because $L$ is symmetric, this equation is the stationarity condition of

$$W[\boldsymbol\tau]=\langle2\mathbf E_0\cdot\boldsymbol\tau-\boldsymbol\tau\cdot L\boldsymbol\tau\rangle .$$

At the true $\boldsymbol\tau$ the second term is $-\langle\boldsymbol\tau\cdot\mathbf E_0\rangle$, which leaves

$$W=\mathbf E_0\cdot\langle\boldsymbol\tau\rangle=\mathbf E_0\cdot(\langle\mathbf J\rangle-\sigma_0\mathbf E_0)=(\sigma_*-\sigma_0)E_0^2 .$$

For a trial field $\boldsymbol\tau+\boldsymbol\delta$, expand the quadratic form:

$$W[\boldsymbol\tau+\boldsymbol\delta]=W[\boldsymbol\tau]+2\langle\boldsymbol\delta\cdot(\mathbf E_0-L\boldsymbol\tau)\rangle-\langle\boldsymbol\delta\cdot L\boldsymbol\delta\rangle .$$

The middle term vanishes. The sign of the last term depends on $\sigma_0$.

**Comparison medium below both phases.** Both parts of $L$ are non-negative, so every trial gives $W\le(\sigma_*-\sigma_0)E_0^2$. This is a lower bound on $\sigma_*$.

**Comparison medium above both phases.** Now $(\sigma-\sigma_0)^{-1}$ is negative. Using the upper limit on $\Gamma$,

$$-\langle\boldsymbol\delta\cdot L\boldsymbol\delta\rangle\ge\Big\langle\delta^2\Big(\frac1{\sigma_0-\sigma}-\frac1{\sigma_0}\Big)\Big\rangle\ge0,$$

because $0<\sigma_0-\sigma<\sigma_0$. Every trial gives an upper bound.

The choice $\sigma_0=\sigma_1$ is also allowed. The true polarization then vanishes in phase 1, where $\sigma=\sigma_0$. We admit only trial fields that vanish there too, and evaluate $(\sigma-\sigma_0)^{-1}$ in phase 2 alone. The variation $\boldsymbol\delta$ lives in phase 2, where $L\boldsymbol\tau=\mathbf E_0$ still holds, so the middle term is again zero and the sign argument is unchanged. For $\sigma_0=\sigma_2$ the same holds with the phases exchanged.

## 5. The simplest trial field

**Lower bound.** Take $\sigma_0=\sigma_1$ and a constant polarization in phase 2, $\boldsymbol\tau=p\,\chi\,\hat{\mathbf x}$, where $\chi$ is 1 in phase 2 and 0 in phase 1. The first two contributions to $W$ are $2f_2E_0p$ and $-f_2p^2/\Delta$. The third needs

$$\langle\boldsymbol\tau\cdot\Gamma\boldsymbol\tau\rangle=\frac{p^2}{\sigma_1}\sum_{\mathbf k\ne0}|\chi_{\mathbf k}|^2\frac{k_x^2}{k^2}.$$

By Parseval's theorem, and since $\chi^2=\chi$,

$$\sum_{\mathbf k\neq0}|\chi_{\mathbf k}|^2=\langle\chi^2\rangle-\langle\chi\rangle^2=f_2-f_2^2=f_1f_2 .$$

Let $a$ now denote the mean of $k_x^2/k^2$ with weights $|\chi_{\mathbf k}|^2$. The sum is then $af_1f_2$. The corresponding means for all $d$ axes add to 1, and isotropic statistics make them equal, so $a=1/d$. Only two-point information enters, because $|\chi_{\mathbf k}|^2$ is the transform of the two-point correlation. Collecting terms,

$$W=f_2\Big[2E_0p-p^2\Big(\frac1\Delta+\frac{af_1}{\sigma_1}\Big)\Big].$$

The maximum satisfies $p/\Delta=E_0-af_1p/\sigma_1$. The left side is the field that the trial assigns to phase 2. It is the applied field reduced by a depolarizing field, and $a$ acts as the depolarization factor of the whole pattern. Inserting this $p$ and adding $\sigma_0=\sigma_1$ gives

$$\sigma_*\ge\sigma_L=\sigma_1+\frac{f_2}{\dfrac1{\sigma_2-\sigma_1}+\dfrac{f_1}{d\sigma_1}} .$$

**Upper bound.** Take $\sigma_0=\sigma_2$ and a constant polarization in phase 1. The indicator of phase 1 is $1-\chi$, which has the same $|\chi_{\mathbf k}|^2$ for $\mathbf k\ne0$, so $a$ is unchanged:

$$W=f_1\Big[2E_0p-p^2\Big(\frac1{\sigma_1-\sigma_2}+\frac{af_2}{\sigma_2}\Big)\Big].$$

The inner bracket is negative, since $af_2/\sigma_2<1/\sigma_2<1/(\sigma_2-\sigma_1)$. Hence $W$ has a minimum in $p$, as an upper bound requires, and

$$\sigma_*\le\sigma_U=\sigma_2+\frac{f_1}{\dfrac1{\sigma_1-\sigma_2}+\dfrac{f_2}{d\sigma_2}} .$$

## 6. Why the bounds lie inside the simple means

Call the comparison phase $r$ and the other phase $s$, with fractions $f_r,f_s$ and $D=\sigma_s-\sigma_r$. Either bound is

$$\sigma=\sigma_r+\frac{f_sD}{1+af_rD/\sigma_r}=\sigma_r+f_sD\,\frac{\sigma_r/a}{\sigma_r/a+f_rD}.$$

Define $y=\sigma_r(1-a)/a$, so that $\sigma_r/a=\sigma_r+y$. The arithmetic mean is $\bar\sigma=\sigma_r+f_sD$. Subtracting,

$$\bar\sigma-\sigma=f_sD\Big(1-\frac{\sigma_r+y}{\sigma_r+y+f_rD}\Big)=\frac{f_rf_sD^2}{\sigma_r+f_rD+y}.$$

Since $\sigma_r+f_rD=f_s\sigma_r+f_r\sigma_s$, the result is the same function for both choices of comparison phase:

$$\sigma(y)=\bar\sigma-\frac{f_1f_2\Delta^2}{m+y},\qquad m=f_2\sigma_1+f_1\sigma_2 .$$

At $y=0$ the numerator over the common denominator $m$ is

$$(f_1\sigma_1+f_2\sigma_2)(f_2\sigma_1+f_1\sigma_2)-f_1f_2(\sigma_2-\sigma_1)^2=(f_1+f_2)^2\sigma_1\sigma_2=\sigma_1\sigma_2,$$

so $\sigma(0)=\sigma_1\sigma_2/m$, the harmonic mean. The arithmetic mean is $y\to\infty$. For $a=1/d$ the bounds have $y=(d-1)\sigma_1$ and $y=(d-1)\sigma_2$. As $\sigma(y)$ increases with $y$,

$$\sigma_{\rm harm}<\sigma_L<\sigma_U<\bar\sigma$$

for finite $d\ge2$, $\sigma_1\ne\sigma_2$ and $0<f_2<1$.

**Layers.** A general $a$ gives bounds for anisotropic patterns. For current along the layers of a stack, $\mathbf k$ is normal to the current, so $a=0$ and both bounds become the arithmetic mean. For current across them, $a=1$ and both become the harmonic mean. The simple means are thus reached by real structures, and isotropy is what excludes them.

**Weak contrast.** The width of the interval is

$$\sigma_U-\sigma_L=\frac{(d-1)f_1f_2\Delta^3}{[m+(d-1)\sigma_1][m+(d-1)\sigma_2]} .$$

It is of third order in $\Delta$. Through second order both bounds, and therefore $\sigma_*$, equal $\bar\sigma-f_1f_2\Delta^2/(d\bar\sigma)$. Details of grain shape beyond isotropy first matter at third order.

**Insulating phase 1.** As $\sigma_1\to0$ the lower bound tends to zero, while

$$\sigma_U\to f_2\sigma_2-\frac{f_1f_2\sigma_2}{f_1+d-1}=\frac{(d-1)f_2}{d-f_2}\,\sigma_2 .$$

For $d=2$ and $f_2=0.4$ this is $0.25\,\sigma_2$. The upper bound stays finite at every $f_2>0$. The bounds therefore do not locate a percolation threshold: the two-point data they use do not tell whether the conducting grains connect.

## 7. The bounds cannot be improved

In $d$ dimensions the decaying solution is $r^{1-d}\cos\theta$. With $c=Ca^{-d}$, where $a$ is again the core radius, the core conditions of section 1 become

$$A=B+c,\qquad\sigma_2A=\sigma_1[B-(d-1)c],$$

so $c\,(d\sigma_1+\Delta)=-\Delta B$. With $f_2=(a/b)^d$ the outer conditions give

$$\sigma_{\rm o}=\sigma_1\frac{B-(d-1)f_2c}{B+f_2c}=\sigma_1\frac{d\sigma_1+\Delta+(d-1)f_2\Delta}{d\sigma_1+\Delta-f_2\Delta}=\sigma_1+\frac{d\sigma_1f_2\Delta}{d\sigma_1+f_1\Delta}.$$

Dividing numerator and denominator of the last fraction by $d\sigma_1\Delta$ shows that this is $\sigma_L$. Nothing in the algebra used the sign of $\Delta$, so exchanging the phases, with a poorly conducting core in a well conducting shell, gives $\sigma_U$.

Now start from a uniform medium $\sigma_{\rm o}$ and replace non-overlapping discs or spheres by such coated cells, scaled to fit. Each leaves the potential and normal current on its surface unchanged, hence also the power it dissipates. Cells of ever smaller size fill all but a vanishing fraction of space. The remainder carries the finite field $E_0$, so its material has a vanishing effect on $\sigma_*$. Both bounds are therefore attained, and no tighter ones follow from the fractions and isotropy alone. No isotropic arrangement in the plane, with the same phases and fractions, conducts less than the cell of section 1.

## 8. A partly crystallised indium oxide film

Take a film 50 nm thick with columnar crystalline grains of radius 150 nm in an amorphous matrix, and $f_2=0.4$. The carrier densities are $5\times10^{19}$ and $1.5\times10^{20}$ cm$^{-3}$, and the mobilities 30 and 80 cm$^2$/Vs, for the amorphous and crystalline phase. From $\sigma=en\mu$ the conductivities are 240.3 and 1922.6 S/cm, a contrast of 8.

The common form needs three numbers:

- $\bar\sigma=0.6(240.3)+0.4(1922.6)=913$ S/cm
- $m=0.4(240.3)+0.6(1922.6)=1250$ S/cm
- $f_1f_2\Delta^2=0.24(1682.3)^2=6.79\times10^5$ (S/cm)$^2$

For $d=2$, $y$ equals $\sigma_1$ or $\sigma_2$:

$$\sigma_L=913-\frac{6.79\times10^5}{1250+240}=457,\qquad \sigma_U=913-\frac{6.79\times10^5}{1250+1923}=699\ \text{S/cm}.$$

| | S/cm | ohm/sq |
|---|---|---|
| harmonic mean | 370 | 541 |
| lower bound | 457 | 437 |
| upper bound | 699 | 286 |
| arithmetic mean | 913 | 219 |

The sheet resistance is $1/(\sigma t)$ with $t$ the thickness. The interval between the bounds is 0.445 of that between the means. With the same phases and fractions, isotropic fine grains in a thick film ($d=3$) give 521 to 780 S/cm. Both limits are higher because $y=(d-1)\sigma_0$ is larger and $\sigma(y)$ increases with $y$.

**Actual patterns.** The bounds were tested on three random columnar patterns. Each had a periodic cell of $20\times20$ square pixels, 40 percent of them crystalline, with fourfold symmetry, which makes $a=1/2$. A trial potential gives an upper limit on $\sigma_*$. A trial current gives a lower one, since $\langle J^2/\sigma\rangle\ge\langle\mathbf J\rangle^2/\sigma_*$ for any divergence-free current when $\sigma_*$ is isotropic. To see this, add to the true current a divergence-free $\mathbf j$ of zero mean: the cross term $2\langle\mathbf j\cdot\mathbf E\rangle$ vanishes. Finite elements for both problems confined $\sigma_*$ to 538–560, 529–539 and 527–544 S/cm, inside the interval 457–699 S/cm.

## 9. What a real film changes

The parameters are rough values in the regime of conducting indium oxide, not data for one sample. Crystallisation may lower the carrier density instead of raising it as assumed here. Another assumption that may fail in a real film is perfect contact between grain and matrix.

Let the interface have resistance $\rho$ (ohm cm$^2$) and the core radius be $R$. The potential condition becomes $A(1+s)=B+c$ with $s=\rho\sigma_2/R$, while the current condition is unchanged. The core then acts as one of conductivity $\sigma_2/(1+s)$. A scale for $\rho$ is the ballistic resistance $(h/2e^2)(4\pi/k_F^2)$, which a fully open contact shows between two ideal reservoirs. Between diffusive conductors an open interface does not add this in full: a plane drawn through a uniform material has no resistance of its own. A barrier that transmits about half of the carriers adds a resistance of this order. With $k_F$ of the amorphous phase the scale is $1.25\times10^{-9}$ ohm cm$^2$. If $\rho$ has this value, $s=0.16$ and the coated cell falls from 457 to 445 S/cm, by about 3 percent. (The numerical output labels this case "open interface", after the contact that defines the scale.) At $1.1\times10^{-8}$ ohm cm$^2$, nine times the scale, the cell reaches the harmonic mean. Smaller cores with the same $\rho$ have a larger $s$ and conduct less still, so a barrier at the grain boundary can carry a film below every bound given here.

The other effects considered are small here, concern the inputs, or act through the interface resistance just treated:

- **Tilted walls.** For a square array of grains with walls tilted by 15°, the mean of $k_z^2/k^2$ is 0.011. Then $a=(1-0.011)/2$, and the bounds rise by less than half a percent, to 459 and 702 S/cm.
- **Surface scattering.** The crystalline mean free path $\ell$ is 8.7 nm. The thick-film estimate for diffuse surfaces, $3\ell/8t$, lowers $\sigma_2$ by about 6.5 percent. The bounds fall by no more than that fraction, because they increase with each phase conductivity and scale with a common factor.
- **Disorder.** In the amorphous phase $k_F\ell=2.6$, which is not large. The simple drift picture is marginal there, and $\sigma_1$ is better taken from a measurement on a fully amorphous film.
- **Statistics and screening.** The amorphous Fermi energy is 6.4 times $kT$ at 300 K, so the carriers are degenerate. The screening length is about 1 nm, so charge exchanged between the phases stays near the interface, in a layer much thinner than the grain radius. Its effect on current across the interface depends on the band offset between the phases and on any trapped charge, and neither is specified here. The effect is small while the band bending on the amorphous side stays well below its Fermi energy of 0.165 eV. A bending that depletes the amorphous side and approaches or exceeds this value turns the layer into a barrier of the kind described by $\rho$ above. The layer is left out of the numbers given here.
- **Field.** At 10 V/cm the energy gained over a crystalline mean free path is $3\times10^{-4}\,kT$, so heating of the carriers within one free path is negligible.

Suppose the phase conductivities, fraction and thickness are known to have the values used here. A measured sheet resistance outside 286–437 ohm/sq would then show that at least one assumption fails: columnar isotropy, perfect contact, or a local Ohm's law with one uniform conductivity in each phase. A value inside the interval does not prove that they hold. The complete set of values is in the numerical output.

## Values computed for the example and the checks

```
carriers, amorphous: 5.0e+19 cm^-3
carriers, crystalline: 1.5e+20 cm^-3
mobility, amorphous: 30 cm2/Vs
mobility, crystalline: 80 cm2/Vs
crystalline fraction f2: 0.40
film thickness: 50 nm
grain radius: 150 nm
effective mass ratio: 0.30
relative permittivity: 9.0
temperature: 300 K
sigma1 amorphous: 240.3 S/cm
sigma2 crystalline: 1922.6 S/cm
contrast sigma2/sigma1: 8.00
harmonic mean: 369.7 S/cm
lower bound d=2: 457.4 S/cm
upper bound d=2: 699.1 S/cm
arithmetic mean: 913.2 S/cm
lower bound d=3: 520.7 S/cm
upper bound d=3: 779.9 S/cm
bound width / mean width, d=2: 0.445
bound width / mean width, d=3: 0.477
sheet resistance, harmonic: 541 ohm/sq
sheet resistance, lower d=2: 437 ohm/sq
sheet resistance, upper d=2: 286 ohm/sq
sheet resistance, arithmetic: 219 ohm/sq
random pattern 1, bracket: 538.1 to 559.6 S/cm
random pattern 2, bracket: 529.4 to 539.0 S/cm
random pattern 3, bracket: 527.2 to 543.9 S/cm
upper/sigma2, insulating phase 1, d=2: 0.2500
wall tilt: 15 deg
mean kz^2/k^2 for tilted walls: 0.0106
lower bound, tilted walls: 459.0 S/cm
upper bound, tilted walls: 701.9 S/cm
open interface resistance: 1.25e-09 ohm cm2
slip ratio of open interface: 0.160
coated cell with open interface: 445.0 S/cm
resistance to reach harmonic: 1.14e-08 ohm cm2
mean free path, amorphous: 2.25 nm
mean free path, crystalline: 8.66 nm
surface scattering 3l/(8t), crystal: 0.065
kF*l, amorphous: 2.56
Fermi energy, amorphous: 0.165 eV
Fermi energy / kT, amorphous: 6.38
screening length, amorphous: 1.05 nm
applied field: 10 V/cm
e*field*l/kT, crystal: 3.3e-04
```
